# All self-adjoint boundary conditions for a Dirac particle on an interval

## Problem

A Dirac particle of mass $m$ moves in one dimension on an interval. Take $\hbar=c=1$ and the interval length as the unit of length, so that $0<x<1$, energies are in units of $\hbar c/\text{length}$, and $m$ stands for $mc\,\text{length}/\hbar$. The Hamiltonian acts on two-component spinors $\psi=(R,L)$:
$$H=-i\sigma_z\frac{d}{dx}+m\sigma_x ,\qquad m>0 .$$
The Dirac matrices are thus $\alpha=\gamma^5=\sigma_z$ and $\beta=\sigma_x$. A boundary condition is a set of linear homogeneous relations among the four numbers $R(0),L(0),R(1),L(1)$.

(a) Which boundary conditions make $H$ self-adjoint?

(b) Where among them are the periodic, antiperiodic, bag and chiral-bag conditions? The bag condition describes a wall made by a very large mass outside the interval. For the chiral bag, the outside mass term is rotated by an angle $\theta$ to $M(\sigma_x\cos\theta+\sigma_y\sin\theta)$.

(c) What are the energy levels, and what is the lowest positive one for $m=2$?

## First estimate by scaling

The equation $i\partial_t\psi=H\psi$ reads
$$\partial_tR=-\partial_xR-imL,\qquad \partial_tL=+\partial_xL-imR .$$
Apart from the mass coupling, $R$ moves to the right and $L$ to the left. At each end one wave arrives and one departs. We therefore expect two conditions, giving the two departing amplitudes in terms of the two arriving ones.

Both components have the same dimension, so the coefficients in these conditions are pure numbers and introduce no new length. For $m=0$ every level must then scale as 1/length.

For the size of the levels, use $E=\sqrt{m^2+k^2}$ and guess $k$:

- On a ring a constant wave fits, so $k=0$ and $E\approx m=2$.
- If the wave must change sign around the ring, half a wavelength fits, so $k=\pi$ and $E\approx\sqrt{4+\pi^2}=3.72$.
- Between two walls half a wavelength also seems natural, which again suggests $3.72$.
- At high energy, a round trip of length 2 must add $2\pi$ to the phase from one level to the next, so the mean spacing should be $\pi$.

## Exact solution

### The boundary form

Let $\langle\phi,\psi\rangle=\int_0^1\phi^\dagger\psi\,dx$. The mass term is Hermitian and cancels in the difference below, while the derivative term leaves a boundary contribution:
$$\langle\phi,H\psi\rangle-\langle H\phi,\psi\rangle=-i\int_0^1\frac{d}{dx}(\phi^\dagger\sigma_z\psi)\,dx=-i\big[\phi_R^*\psi_R-\phi_L^*\psi_L\big]_0^1 .$$
Collect the amplitudes arriving at the walls in $a$ and those leaving them in $b$:
$$a=\begin{pmatrix}L(0)\\R(1)\end{pmatrix},\qquad b=\begin{pmatrix}R(0)\\L(1)\end{pmatrix}.$$
The terms $R(1)$ and $L(0)$ enter the bracket with a plus sign, the other two with a minus sign. Hence
$$\langle\phi,H\psi\rangle-\langle H\phi,\psi\rangle=-i\,(a_\phi^\dagger a_\psi-b_\phi^\dagger b_\psi). \tag{1}$$

### Why the answer is a unitary matrix

The functions considered are square integrable with square-integrable derivative, so they have boundary values. These values can be any four numbers, since linear functions already interpolate them. A boundary condition therefore selects a subspace $V$ of $\mathbb C^4$, the space of pairs $(a,b)$.

A spinor $\phi$ belongs to the domain of the adjoint if some square-integrable $\chi$ satisfies $\langle\phi,H\psi\rangle=\langle\chi,\psi\rangle$ for all allowed $\psi$. Choose first $\psi$ smooth and vanishing near both ends. The relation then says that $-i\sigma_z\phi'+m\sigma_x\phi=\chi$, so $\phi'$ is square integrable and $\phi$ has boundary values too. For the remaining $\psi$, equation (1) requires
$$a_\phi^\dagger a_\psi-b_\phi^\dagger b_\psi=0\quad\text{for all }(a_\psi,b_\psi)\in V .$$
The solutions form a space $V^c$, the complement of $V$ under this form. Self-adjointness means that $H$ and its adjoint have the same domain, that is, $V=V^c$.

The form is nondegenerate, so $\dim V^c=4-\dim V$, and $V=V^c$ forces $\dim V=2$. Setting $\phi=\psi$ gives $|a|^2=|b|^2$ on $V$. If $a=0$, then $b=0$; the map from $V$ to $a$ is therefore one-to-one, and since $V$ has dimension 2 it reaches all of $\mathbb C^2$. Thus $b$ is a linear function of $a$ that preserves length:
$$\boxed{\,b=Ua,\qquad U^\dagger U=1\,}. \tag{2}$$

Conversely, let $U$ be unitary and let $(a',b')$ lie in $V^c$. Then $a'^\dagger a=b'^\dagger Ua$ for every $a$, so $a'=U^\dagger b'$ and $b'=Ua'$. Hence $V^c=V$. Different matrices give different subspaces, so the self-adjoint conditions correspond one-to-one to the elements of $U(2)$.

Physically, $|a|^2=|b|^2$ says that as much probability leaves the walls as reaches them. This alone is not sufficient. If all four boundary values are set to zero, the form vanishes, but $V^c$ is the whole of $\mathbb C^4$. That operator is symmetric but not self-adjoint, and it has no eigenstates: a first-order equation with $\psi(0)=0$ gives $\psi=0$ everywhere.

### Coordinates on the family

Dividing $U$ by a square root of its determinant leaves a unitary matrix of determinant 1, so
$$U=e^{i\eta}(u_0+iu_1\sigma_x+iu_2\sigma_y+iu_3\sigma_z),\qquad u_0^2+u_1^2+u_2^2+u_3^2=1 . \tag{3}$$
These are four real parameters. The two square roots give the same $U$, so $(\eta,u)$ and $(\eta+\pi,-u)$ are one point.

### Periodic and antiperiodic members

Consider $\psi(1)=e^{i\varphi}\psi(0)$. Then $R(0)=e^{-i\varphi}R(1)$ and $L(1)=e^{i\varphi}L(0)$, so
$$U=\begin{pmatrix}0&e^{-i\varphi}\\e^{i\varphi}&0\end{pmatrix}=\sigma_x\cos\varphi+\sigma_y\sin\varphi .$$
With $\eta=-\pi/2$ the prefactor $e^{i\eta}=-i$ cancels the $i$ in (3), giving $u_1=\cos\varphi$, $u_2=\sin\varphi$ and $u_0=u_3=0$. The periodic condition is $U=\sigma_x$ and the antiperiodic one is $U=-\sigma_x$.

### Bag and chiral-bag members

Let the outside mass term be $M(\sigma_x\cos\theta+\sigma_y\sin\theta)$ with $M>|E|$, and put $\kappa_M=\sqrt{M^2-E^2}$. The first row of the outside equation is
$$-iR'+Me^{-i\theta}L=ER .$$
To the right of the interval the solution must decay, so $R'=-\kappa_MR$ and
$$L=e^{i\theta}\frac{E-i\kappa_M}{M}R=-ie^{i\theta}e^{i\chi}R,\qquad \sin\chi=\frac EM .$$
To the left, $R'=+\kappa_MR$. Then $Me^{-i\theta}L=(E+i\kappa_M)R=iMe^{-i\chi}R$, so $R=-ie^{-i\theta}e^{i\chi}L$. The spinor is continuous at the walls, because a jump would produce a delta function that no other term could balance.

As $M\to\infty$, $\chi\to0$. With angles $\theta_0$ and $\theta_1$ at the two walls,
$$U=\begin{pmatrix}-ie^{-i\theta_0}&0\\0&-ie^{i\theta_1}\end{pmatrix}. \tag{4}$$
This is the chiral-bag condition $-in\gamma^1\psi=e^{i\gamma^5\theta}\psi$, with $\gamma^1=\beta\alpha=-i\sigma_y$ and outward normal $n=\pm1$. At the right wall, for example, it reads $(iL,-iR)=(e^{i\theta}R,e^{-i\theta}L)$, and both rows give $L=-ie^{i\theta}R$. The ordinary bag has $\theta_0=\theta_1=0$, so $U=-i\,\mathbb 1$.

A condition acts at each wall separately exactly when $U$ is diagonal. A diagonal unitary matrix consists of two phases, and (4) supplies any two phases. The chiral bags are therefore all the local conditions. For them $|R|=|L|$ at each wall, so the current $|R|^2-|L|^2$ vanishes there. The periodic members instead pass everything that arrives at one end to the other.

Taking out half the phase of $\det U=-e^{i(\theta_1-\theta_0)}$ in (4) gives
$$\eta=-\frac\pi2+\frac{\theta_1-\theta_0}2,\qquad u_0=\cos\bar\theta,\quad u_3=-\sin\bar\theta,\qquad \bar\theta=\frac{\theta_0+\theta_1}2 . \tag{5}$$
All the named conditions with equal angles thus lie on the three-sphere $\eta=-\pi/2$, where $\det U=-1$. On it, the twists $\varphi$ and the equal-angle bags form two circles without a common point.

### The level equation

Multiplying $-i\sigma_z\psi'=(E-m\sigma_x)\psi$ by $i\sigma_z$ and using $\sigma_z\sigma_x=i\sigma_y$ gives
$$\psi'=K\psi,\qquad K=iE\sigma_z+m\sigma_y .$$
The two matrices anticommute, so $K^2=m^2-E^2=-k^2$. The exponential series then sums to $\psi(1)=(C+KS)\psi(0)$, with $C=\cos k$ and $S=\sin k/k$. With $A=C+iES$ this is
$$R(1)=AR(0)-imS\,L(0),\qquad L(1)=imS\,R(0)+A^*L(0).$$
Here $E$ is real, so $C$ and $S$ are real even when $k$ is imaginary. Name the entries of $U$ by rows $p,q$ and $r,s$. Inserting the above into $b=Ua$ gives
$$(1-qA)R(0)+(-p+imSq)L(0)=0,$$
$$(imS-sA)R(0)+(A^*-r+imSs)L(0)=0 .$$
A nonzero solution requires a vanishing determinant. In its expansion the terms $imSqsA$ cancel, leaving
$$A^*-r+imS(p+s)-q(|A|^2-m^2S^2)-(ps-qr)A=0 .$$
Since $|A|^2-m^2S^2=C^2+k^2S^2=1$, this is
$$A^*-A\det U-(q+r)+imS\,\mathrm{tr}\,U=0 .$$
From (3), $\det U=e^{2i\eta}$, $\mathrm{tr}\,U=2e^{i\eta}u_0$ and $q+r=2ie^{i\eta}u_1$. Multiply by $e^{-i\eta}$ and use $e^{-i\eta}A^*-e^{i\eta}A=-2i(C\sin\eta+ES\cos\eta)$. Division by $-2i$ gives
$$\boxed{\;\sin\eta\,\cos k+(E\cos\eta-mu_0)\frac{\sin k}{k}+u_1=0\;} \tag{6}$$

Neither $u_2$ nor $u_3$ appears. The twist $\varphi=90^\circ$ ($u_2=1$) and the chiral bag with $\theta=90^\circ$ ($u_3=-1$) thus have the same energies, although one is a ring and the other a closed box. On the sphere $\eta=-\pi/2$ the equation contains $E$ through $k^2$ alone, so the levels come in pairs $\pm E$.

## Comparison

For $m=2$ the lowest positive levels are as follows.

| Condition | Estimate | Exact |
|---|---|---|
| periodic | 2 | 2.000 |
| antiperiodic | 3.72 | 3.724 |
| bag, $\theta=0$ | 3.72 | 3.040 |
| chiral bag, $90^\circ$ | 3.72 | 2.543 |
| chiral bag, $120^\circ$ | 3.72 | 2.000 |
| chiral bag, $180^\circ$ | 3.72 | 0.577 |

These levels were also computed by discretizing $H$ with $b=Ua$ imposed directly. They agree with the solutions of (6) within $10^{-7}$, as do those of four randomly chosen $U$. The numerical output lists further members.

**Rings.** For a twist, (6) becomes $\cos k=\cos\varphi$, and the estimate is right. For $\varphi=1$ the lowest positive level has $k=1$ and $E=\sqrt{4+1}=2.236$. Its plane wave satisfies $L=(E-k)R/m$. With $m^2=(E-k)(E+k)$, the ratio of current to density is $k/E=1/2.236=0.447$, in units of $c$.

**Bag.** Equation (6) gives $k\cot k=-m$, whose lowest root lies between $\pi/2$ and $\pi$. For $m=2$ it is $k=2.289$, so $E=\sqrt{4+5.239}=3.040$, and the estimate $3.724$ is 22.5% too high. It becomes good for $m\to\infty$, where $k\to\pi$. For $m\to0$, $k\to\pi/2$, and the guessed $k$ is too large by a factor of 2. The half-wave guess assumed that the wave vanishes at the walls, whereas the bag makes $R+iL$ vanish at the left wall and $R-iL$ at the right one. No single combination vanishes at both, so a half wave need not fit.

A condition that does make the same combination vanish at both walls is $R+L=0$, or $U=-\mathbb 1$. Here $\eta=0$ and $u_0=-1$, and (6) becomes $(E+m)\sin k/k=0$. The lowest positive level is now $3.724$, as estimated. The factor $E+m$ also gives a level at $E=-m=-2$ without a partner at $+2$. This is possible because this $U$ lies off the sphere $\det U=-1$, on which all levels are paired. More generally, $R=e^{i\lambda}L$ at both walls has $\eta=0$ and $u_0=\cos\lambda$, so (6) becomes $(E-m\cos\lambda)\sin k/k=0$. The levels $k=n\pi$ ($n\ge1$) are always present, but the extra level $E=m\cos\lambda$ is the lowest positive one when $\cos\lambda>0$. For $R-L=0$ it lies at $+2$.

**Gap states.** For equal angles, (6) reads $\cos k+m\cos\theta\,\sin k/k=0$. A level with $|E|<m$ has $k=i\kappa$ and obeys
$$\kappa\coth\kappa=-m\cos\theta .$$
The left side rises steadily from 1, so there is one solution $\kappa>0$ when $m\cos\theta<-1$ and none otherwise. It satisfies $\kappa=-m\cos\theta\tanh\kappa<m$, so $E=\pm\sqrt{m^2-\kappa^2}$ is real. For $m=2$ the threshold is $\theta=120^\circ$, where the table shows $E=m$.

At $180^\circ$ the mass term changes sign at the walls. Then $\kappa=1.915$ and $E=\sqrt{4-3.667}=0.577$. Since $\kappa=m\tanh\kappa$ here, $E=m/\cosh\kappa$, which tends to $2me^{-m}$ for large $m$. The estimate fails completely in this case because the state is built from $e^{\pm\kappa x}$ and is not an oscillating wave.

**Unequal angles.** For $\theta_0=0$ and $\theta_1=90^\circ$, (5) gives $\eta=-\pi/4$, and the levels nearest zero are $-3.342$ and $2.377$, no longer a symmetric pair. For $m=0$ we have $k=E$, and (6) reduces to $\sin(E+\eta)=-u_1$. With $u_1=0$ the levels are $E=n\pi+\pi/4$; those nearest zero are $-2.356$ and $0.785$, spaced by $\pi$ as estimated. For $u_1\neq0$ the massless equation has two solutions in each interval of $2\pi$ (one double solution if $|u_1|=1$), unequally spaced in general, so $\pi$ remains the mean spacing.

**Finite walls.** For finite $M$ the outside solution multiplies $U$ by $e^{i\chi}$, which replaces $\eta$ by $\eta+\chi$ with $\chi\approx E/M$. Call the left side of (6) $F$. For the bag, $\partial F/\partial\eta=ES$. Using $\cos k=-m\sin k/k$ and $dk/dE=E/k$,
$$\frac{\partial F}{\partial E}=\frac Ek\Big(\sin k-\frac{m\cos k}{k}+\frac{m\sin k}{k^2}\Big)=\frac{E\sin k}{k^3}(E^2+m).$$
Therefore
$$\frac{dE}{d\eta}=-\frac{k^2}{E^2+m}=-\frac{5.239}{11.239}=-0.466,$$
and the level shifts by $-0.466\times3.040/M=-1.42/M$ to first order in $1/M$. At $M=100$ this predicts $3.02544$; matching the spinors at the walls gives $3.02545$. The ideal boundary condition is reproduced when $\chi\approx E/M$ is small, so it fails for sufficiently high levels of any finite wall. How far a given level moves depends also on $dE/d\eta$. For $m=100$ and $M=200$, $\chi$ is about $30^\circ$, yet $E-m$ of the lowest bag level is only 1.4% below its ideal value. For the $180^\circ$ gap state at large $m$ the relative shift is about $-m/(M+m)$, so there $M$ must be large compared with $m$. At $m=8$ and $M=80$ that level is 9% low although $M/E>10^4$.

**Absorbing walls.** The same derivative shows what happens when $U$ is not unitary. For $U=-0.8i\,\mathbb 1$ the walls return 64% of the arriving probability. This corresponds to $\eta=-\pi/2-i\ln0.8=-\pi/2+0.223i$, so the bag level should acquire an imaginary part of about $-0.466\times0.223=-0.104$. The computed level is $3.043-0.104i$: the state decays in time.

**Physical scale.** For an electron, $m=2$ means a length of $0.0146$ bohr and an energy unit of $9389$ hartree. The bag level is then $3.040\times9389\approx2.9\times10^4$ hartree, including the rest energy. This is a result of the one-particle model. The box is only two reduced Compton wavelengths long, and pair creation, which the model leaves out, cannot be assumed negligible there.

## Computed values

```
Energies in hbar c/length; m = 2.0 hbar/(c length)
Member: eta/pi; u0 u1 u2 u3
   highest E<0, two lowest E>0 (with multiplicity)
periodic: -0.500; 0.000 1.000 0.000 0.000
   -2.00000, 2.00000, 6.59382
antiperiodic: -0.500; 0.000 -1.000 0.000 0.000
   -3.72419, 3.72419, 3.72419
twist phi=1 rad: -0.500; 0.000 0.540 0.841 0.000
   -2.23607, 2.23607, 5.64907
bag (theta=0): -0.500; 1.000 0.000 0.000 0.000
   -3.03961, 3.03961, 5.46602
chiral bag 60 deg: -0.500; 0.500 0.000 0.000 -0.866
   -2.84883, 2.84883, 5.30465
chiral bag 90 deg: -0.500; 0.000 0.000 0.000 -1.000
   -2.54311, 2.54311, 5.11924
chiral bag 120 deg: -0.500; -0.500 0.000 0.000 -0.866
   -2.00000, 2.00000, 4.91841
chiral bag 180 deg: -0.500; -1.000 0.000 0.000 0.000
   -0.57684, 0.57684, 4.71951
chiral bag 0/90 deg: -0.250; 0.707 0.000 0.000 -0.707
   -3.34162, 2.37735, 4.60811
R+L=0 at both walls: 0.000; -1.000 0.000 0.000 0.000
   -2.00000, 3.72419, 6.59382
mixed u0=.8 u1=.6: -0.500; 0.800 0.600 0.000 0.000
   -2.70632, 2.70632, 5.95154
Massless 0/90 deg bag, E nearest 0: -2.35619, 0.78540
Bag ground level: k = 2.28893 /length
180 deg gap level: kappa = 1.91501 /length
Current/density, lowest E>0 twisted state: 0.44721 c
bag (theta=0), outside M=100: E = 3.02545
bag (theta=0), outside M=1000: E = 3.03819
bag (theta=0), outside M=10000: E = 3.03946
chiral bag 0/90 deg, outside M=100: E = 2.35581
chiral bag 0/90 deg, outside M=1000: E = 2.37519
chiral bag 0/90 deg, outside M=10000: E = 2.37713
Non-unitary U=-0.8i: E = 3.04252 -0.10369i
Electron: length = 0.014595 bohr
Energy unit hbar c/length = 9389.43 hartree
Bag ground level (with rest energy) = 28540.2 hartree
```
